# Tutorial sheet: the potential behind a Gaussian-basis hydrogen density

## Problem

Hartree atomic units are used throughout. The hydrogen atom has $H=-\tfrac12\nabla^2-1/r$. Its ground state is approximated by
$$\phi(r)=\sum_{i=1}^{N}c_i\,g_i(r),\qquad g_i=e^{-\alpha_i r^2},\qquad 0<\alpha_1<\dots<\alpha_N,$$
with real $c_i$, $\langle\phi|\phi\rangle=1$ and density $n=\phi^2$. The $c_i$ solve $\mathbf{Hc}=\varepsilon\,\mathbf{Sc}$ for the lowest root $\varepsilon$, where $H_{ij}=\langle g_i|H|g_j\rangle$ and $S_{ij}=\langle g_i|g_j\rangle$. Assume $\phi>0$ everywhere and $c_1>0$. Let $v_s(r)$ be the local potential whose one-electron ground-state density is $n$.

(a) Express $v_s$ through $n$, decide how to fix its additive constant, and evaluate it for the Gaussian expansion.

(b) Expand $v_s$ about the nucleus and compare with $-1/r$.

(c) Find $v_s$ at large $r$, with the leading correction.

(d) Let $\Delta v=v_s+1/r$. Find a lower bound on the number of sign changes of $\Delta v$ on $0<r<\infty$, first for arbitrary exponents and then for exponents that make $\varepsilon$ stationary with all $c_k\neq0$. Decide whether $v_s$ itself must have extrema at $r>0$.

(e) Solve $N=1$ with the optimal exponent in closed form, and work out $N=2$ with the optimal exponents $\alpha_1=0.20153$, $\alpha_2=1.33250\ \text{bohr}^{-2}$.

## Hints

1. For one electron the Schrödinger equation can be solved for the potential by a division.
2. Write ratios of sums as averages with the weights $w_i(r)=c_ig_i/\phi$, and differentiate with respect to $t=r^2$.
3. Ask which Gaussian decays most slowly.
4. Relate $\phi\,\Delta v$ to $(H-\varepsilon)\phi$ and list the functions to which it is orthogonal.
5. A function orthogonal to $q$ cannot have the same sign pattern as $q$. Bound the zeros of $\sum_kp_k(t)e^{-\alpha_kt}$ with Rolle's theorem.

## Solution

### (a) The inversion

A wave function with density $n$ has the form $\sqrt n\,e^{i\theta}$. Its kinetic energy is $\tfrac12\int|\nabla\sqrt n|^2+\tfrac12\int n|\nabla\theta|^2$, and its potential energy does not depend on $\theta$, so a ground state has constant phase. The orbital is therefore $\sqrt n=\phi$. Dividing $-\tfrac12\nabla^2\phi+v_s\phi=E\phi$ by $\phi>0$ gives
$$v_s=E+\frac{\nabla^2\sqrt n}{2\sqrt n}=E+\frac{\nabla^2 n}{4n}-\frac{|\nabla n|^2}{8n^2}.\tag{1}$$
The second form follows from $\nabla\sqrt n=\nabla n/(2\sqrt n)$, whose divergence is $\nabla^2n/(2\sqrt n)-|\nabla n|^2/(4n^{3/2})$.

Equation (1) makes $\phi$ an eigenfunction; it must also be the lowest one. Write any trial function as $\psi=\phi f$ with real $f$. Since $v_s-E=\nabla^2\phi/(2\phi)$,
$$\langle\psi|-\tfrac12\nabla^2+v_s-E|\psi\rangle=\tfrac12\int\left[|\nabla(\phi f)|^2+f^2\phi\nabla^2\phi\right]d^3r .$$
The first term is $\phi^2|\nabla f|^2+2f\phi\nabla f\cdot\nabla\phi+f^2|\nabla\phi|^2$. Integrating the second by parts gives $-\nabla(f^2\phi)\cdot\nabla\phi=-2f\phi\nabla f\cdot\nabla\phi-f^2|\nabla\phi|^2$. What remains is $\tfrac12\int\phi^2|\nabla f|^2\ge0$, which vanishes only for constant $f$. So $\phi$ is the nondegenerate ground state.

As a check, the exact density $n=e^{-2r}/\pi$ has $\phi\propto e^{-r}$. For a spherical function $\nabla^2\phi=\phi''+2\phi'/r=(1-2/r)\phi$, so $v_s=E+\tfrac12-1/r$, and $E=-\tfrac12$ returns the Coulomb potential.

The density leaves $E$ free. In the exact case the condition $v_s(\infty)=0$ fixes it, but part (c) shows that this condition cannot be met here. The choice made is $E=\varepsilon$, so that $v_s$ reproduces both the density and the energy of the basis-set calculation. Part (d) depends on this choice.

For one Gaussian, $g'=-2\alpha r g$ and $g''=(4\alpha^2r^2-2\alpha)g$, so $\nabla^2g=g''+2g'/r=(4\alpha^2r^2-6\alpha)g$. Define $\langle f\rangle_r=\sum_iw_i(r)f(\alpha_i)$ with $w_i=c_ig_i/\phi$ and $\sum_iw_i=1$. A weight is negative if its $c_i$ is, which does not affect the algebra. Then
$$v_s(r)=\varepsilon+\sum_iw_i\,(2\alpha_i^2r^2-3\alpha_i)=\varepsilon+2r^2\langle\alpha^2\rangle_r-3\langle\alpha\rangle_r.\tag{2}$$
Each term $2\alpha_i^2r^2$ is an oscillator well $\tfrac12\omega^2r^2$ with $\omega=2\alpha_i$, and $3\alpha_i=\tfrac32\omega$ is its zero-point energy. The potential is a position-dependent mixture of harmonic wells, one for each exponent. If $\phi$ had a node, the weights and in general $v_s$ would have a pole there, and the ground-state argument would fail.

### (b) The nucleus

With $t=r^2$, $dg_i/dt=-\alpha_ig_i$ and $d\phi/dt=-\langle\alpha\rangle\phi$. The quotient rule gives $dw_i/dt=-\alpha_iw_i+\langle\alpha\rangle w_i$, hence
$$\frac{d\langle f\rangle}{dt}=-\big(\langle f\alpha\rangle-\langle f\rangle\langle\alpha\rangle\big).$$
Applied to (2), $dv_s/dt=2\langle\alpha^2\rangle-2t(\langle\alpha^3\rangle-\langle\alpha^2\rangle\langle\alpha\rangle)+3(\langle\alpha^2\rangle-\langle\alpha\rangle^2)$, and with $dt/dr=2r$,
$$\frac{dv_s}{dr}=2r\Big[5\langle\alpha^2\rangle-3\langle\alpha\rangle^2-2r^2\big(\langle\alpha^3\rangle-\langle\alpha^2\rangle\langle\alpha\rangle\big)\Big].\tag{3}$$
Because $\phi(0)>0$, $v_s$ is a smooth function of $t$ near $t=0$, and its Taylor series is
$$v_s=v_0+v_2r^2+O(r^4),\qquad v_0=\varepsilon-3\langle\alpha\rangle_0,\qquad v_2=5\langle\alpha^2\rangle_0-3\langle\alpha\rangle_0^2,\tag{4}$$
with $w_i(0)=c_i/\sum_jc_j$. The potential is finite and flat at the nucleus. If all $c_i>0$, then $\langle\alpha^2\rangle\ge\langle\alpha\rangle^2$, so $v_2\ge2\langle\alpha^2\rangle_0>0$ and $r=0$ is a local minimum.

The cause is the missing cusp. For a spherical orbital $\phi=\phi(0)(1+b_1r+b_2r^2+\dots)$, $\nabla^2\phi=(r\phi)''/r=\phi(0)(2b_1/r+6b_2+\dots)$, so $v_s=b_1/r+O(1)$ with $b_1=\phi'(0)/\phi(0)$. The exact orbital has $b_1=-1$. A finite sum of Gaussians depends on $r^2$ only and has $b_1=0$. Consequently $\Delta v\simeq+1/r\to+\infty$ as $r\to0$.

### (c) Large distance

Set $A_i=2\alpha_i^2r^2-3\alpha_i$. Using $\sum_iw_i=1$ in (2),
$$v_s=\varepsilon+A_1+\sum_{i\ge2}w_i\,(A_i-A_1),\qquad w_i=\frac{(c_i/c_1)\,e^{-(\alpha_i-\alpha_1)r^2}}{1+\sum_{j\ge2}(c_j/c_1)\,e^{-(\alpha_j-\alpha_1)r^2}} .$$
The denominator tends to 1 and the slowest term is $i=2$ (for $c_2\ne0$). To leading order at large $r$,
$$v_s\simeq2\alpha_1^2r^2-3\alpha_1+\varepsilon+\delta,\qquad \delta=\frac{c_2}{c_1}\Big[2(\alpha_2^2-\alpha_1^2)r^2-3(\alpha_2-\alpha_1)\Big]e^{-(\alpha_2-\alpha_1)r^2}.\tag{5}$$
The neglected terms are smaller than $\delta$ by factors of order $e^{-(\alpha_2-\alpha_1)r^2}$ and $e^{-(\alpha_3-\alpha_2)r^2}$. The first three terms of (5) will be called the parabola. A density that falls as $e^{-2\alpha_1r^2}$ needs a harmonic wall of frequency $2\alpha_1$ to hold it, so $\Delta v\to+\infty$ and no choice of $E$ gives $v_s(\infty)=0$. A more diffuse function softens the wall as $\alpha_1^2$ but does not remove it.

### (d) Oscillation

**Orthogonality conditions.** From (1) with $E=\varepsilon$, $\phi v_s=\varepsilon\phi+\tfrac12\nabla^2\phi$. Adding $\phi/r$,
$$\phi\,\Delta v=(\varepsilon-H)\phi .$$
Row $k$ of the secular equations reads $\langle g_k|H-\varepsilon|\phi\rangle=0$, that is
$$\int_0^\infty r^2\,g_k\,\phi\,\Delta v\,dr=0,\qquad k=1,\dots,N.\tag{6}$$
For the exponents, vary the Rayleigh quotient $\langle\phi|H|\phi\rangle/\langle\phi|\phi\rangle$: a real change $\delta\phi$ of the normalised $\phi$ gives $\delta\varepsilon=2\langle\delta\phi|H-\varepsilon|\phi\rangle$. The induced changes of the $c_i$ drop out by (6), leaving $\delta\phi=-c_kr^2g_k\,\delta\alpha_k$ and
$$\frac{\partial\varepsilon}{\partial\alpha_k}=-2c_k\langle r^2g_k|H-\varepsilon|\phi\rangle=8\pi c_k\int_0^\infty r^4g_k\,\phi\,\Delta v\,dr.\tag{7}$$
Stationary exponents with $c_k\ne0$ thus make $\phi\Delta v$ orthogonal to the $N$ further functions $r^2g_k$. The integrals converge because $r^2$ cancels the $1/r$. Let $M$ be the number of test functions: $M=N$ from (6) alone, $M=2N$ with (7).

**Lemma.** Let $F(t)=\sum_kp_k(t)e^{-\alpha_kt}$ with distinct $\alpha_k$ and nonzero polynomials $p_k$, and let $L=\sum_k(\deg p_k+1)$. Then $F$ has at most $L-1$ real zeros, counted with multiplicity.

The proof is by induction on $L$. For $L=1$, $F$ is a constant times an exponential and has no zero. For $L>1$, let $\alpha_1$ denote the exponent of the first term present. The function $G=e^{\alpha_1t}F$ has the same zeros as $F$, say $Z$ of them. In $G'$ the first polynomial becomes $p_1'$, which lowers $\deg p_1+1$ by one (a constant disappears), and every other becomes $p_k'-(\alpha_k-\alpha_1)p_k$, of unchanged degree. So $G'$ has the same form with $L-1\ge1$, and has at most $L-2$ zeros. A zero of $G$ of multiplicity $\mu$ is a zero of $G'$ of multiplicity $\mu-1$, and Rolle's theorem puts one more zero of $G'$ between neighbouring zeros of $G$, so $G'$ has at least $Z-1$ zeros. Hence $Z-1\le L-2$.

**Counting.** The function $r\phi\Delta v=\sum_ic_i[2\alpha_i^2r^3+(\varepsilon-3\alpha_i)r+1]g_i$ is analytic in $r$ and positive near $r=0$ and at large $r$, so it has finitely many zeros. Since $\phi>0$, its sign is that of $\Delta v$. Suppose it changes sign at only $m<M$ points $r_1<\dots<r_m$. Choose $m+1\le M$ test functions, taking $g_k$ whenever $r^2g_k$ is taken; then every combination of them has $L\le m+1$. The $m$ homogeneous equations $q(r_j)=0$ in $m+1$ coefficients have a nonzero solution $q$. By the lemma $q$ has at most $m$ zeros in $t=r^2$ with multiplicity, so the $r_j$ are its only positive zeros and each is simple, which means that $q$ changes sign exactly there. (For $m=0$, $q=g_1$.) The product $q\phi\Delta v$ then never changes sign and vanishes only at isolated points, so $\int r^2q\phi\Delta v\,dr\ne0$. But $q$ is a combination of test functions, and (6) and (7) make this integral zero. Therefore $m\ge M$.

**Parity.** By (b) and (c), $\Delta v$ is positive at both ends, so $m$ is even. The result is: $\Delta v$ changes sign an even number of times, at least $N$ times for arbitrary exponents ($N+1$ if $N$ is odd), and at least $2N$ times for stationary exponents. These are lower bounds; no upper bound is derived here. They hold for $E=\varepsilon$. Since $\Delta v$ is bounded below, a sufficiently large $E$ would remove all sign changes.

Multiplying (6) by $4\pi c_k$ and summing gives $\int n\,\Delta v\,d^3r=0$: the deviation averages to zero over the density.

**Extrema of $v_s$.** The theorem concerns $v_s$ relative to the rising curve $-1/r$, which a monotonic $v_s$ can cross. By (3), $v_s$ falls only where $2r^2(\langle\alpha^3\rangle-\langle\alpha^2\rangle\langle\alpha\rangle)$ exceeds $5\langle\alpha^2\rangle-3\langle\alpha\rangle^2$. For $N=1$ the bracket $\langle\alpha^3\rangle-\langle\alpha^2\rangle\langle\alpha\rangle$ vanishes and $v_s$ rises monotonically, so extrema are not forced in general. For $N=2$, insert $w_1+w_2=1$:
$$\langle\alpha^3\rangle-\langle\alpha^2\rangle\langle\alpha\rangle=w_1(1-w_1)\alpha_1^3+w_2(1-w_2)\alpha_2^3-w_1w_2(\alpha_1^2\alpha_2+\alpha_2^2\alpha_1)=w_1w_2(\alpha_2^2-\alpha_1^2)(\alpha_2-\alpha_1).\tag{8}$$
Multiplied by $2r^2$, this term vanishes at $r=0$ and, through $w_2$, at large $r$, so for $c_1,c_2>0$ the slope is positive near both ends and can be negative only in between. The weight $w_2$ need not be large there, because as $w_2\to0$ the competing quantity $5\langle\alpha^2\rangle-3\langle\alpha\rangle^2$ falls to $2\alpha_1^2$: in the example of (e) the slope is negative from $1.479$ to $2.140$ bohr, where $w_2$ drops from about $0.10$ to about $0.008$.

### (e) Numbers

With $p=\alpha_i+\alpha_j$, the product of three Cartesian Gaussian integrals gives $S_{ij}=(\pi/p)^{3/2}$. Then $\int r^2e^{-pr^2}d^3r=-dS_{ij}/dp=3S_{ij}/(2p)$, so the kinetic matrix element is $T_{ij}=\tfrac12\int\nabla g_i\cdot\nabla g_j=2\alpha_i\alpha_j\cdot3S_{ij}/(2p)=3\alpha_i\alpha_jS_{ij}/p$. The attraction is $V_{ij}=-4\pi\int_0^\infty re^{-pr^2}dr=-2\pi/p$, and $H_{ij}=T_{ij}+V_{ij}$.

For $N=1$, $p=2\alpha$ and
$$\varepsilon(\alpha)=\tfrac32\alpha-\frac{\pi}{\alpha}\Big(\frac{2\alpha}{\pi}\Big)^{3/2}=\tfrac32\alpha-2\sqrt{2\alpha/\pi}.$$
Setting $d\varepsilon/d\alpha=\tfrac32-\sqrt{2/(\pi\alpha)}=0$ gives $\alpha=8/(9\pi)=0.28294$. Then $\sqrt{2\alpha/\pi}=4/(3\pi)$ and $\varepsilon=4/(3\pi)-8/(3\pi)=-4/(3\pi)=-0.424413$ Ha. Since $3\alpha=8/(3\pi)$,
$$v_s=2\alpha^2r^2-\frac4\pi=0.160112\,r^2-1.27324 .$$
The crossings solve $r\Delta v=2\alpha^2r^3-4r/\pi+1=0$. Descartes' rule of signs allows at most two positive roots and part (d) demands at least two; they lie at $0.867$ and $2.284$ bohr.

For $N=2$, the first diagonal element has $p=0.40306$, so $S_{11}=(\pi/0.40306)^{3/2}=21.7606$ and $H_{11}=1.5\times0.20153\times21.7606-2\pi/0.40306=6.5781-15.5887=-9.0106$. With the unrounded exponents $0.2015296$ and $1.3324996$ (the five-decimal values change the last digit or two of $S_{11}$, $H_{11}$ and $H_{12}$) the full set is $S_{11},S_{12},S_{22}=21.76063,\ 2.93072,\ 1.27991$ and $H_{11},H_{12},H_{22}=-9.01062,\ -2.55677,\ 0.20055$. The lowest root is $\varepsilon=-0.485813$ Ha ($-13.220$ eV). With it, $H_{ij}-\varepsilon S_{ij}=1.56098,\ -1.13299,\ 0.82235$, and the determinant vanishes: $1.56098\times0.82235=1.2837=1.13299^2$. The first row gives $c_2/c_1=1.56098/1.13299=1.37775$, and normalisation gives $c_1=0.17605$, $c_2=0.24255\ \text{bohr}^{-3/2}$.

At the nucleus $w_1=0.17605/(0.17605+0.24255)=0.42057$ and $w_2=0.57943$, so $\langle\alpha\rangle_0=0.85685$ and $\langle\alpha^2\rangle_0=1.04590$. From (4),
$$v_0=-0.48581-3\times0.85685=-3.0564\ \text{Ha}\ (-83.17\ \text{eV}),\qquad v_2=5.2295-2.2026=3.0269\ \text{Ha/bohr}^2 .$$
At $r=1.5$ bohr the weights are $0.90240$ and $0.09760$, with $\langle\alpha\rangle=0.31191$ and $\langle\alpha^2\rangle=0.20994$, so (2) gives $v_s=-0.48581+4.5\times0.20994-3\times0.31191=-0.4768$ Ha. The parabola is $0.081228\,r^2-1.09040$.

| $r$ (bohr) | $v_s$ (Ha) | $\Delta v$ (Ha) | parabola (Ha) |
|---|---|---|---|
| 0.2 | −2.9367 | +2.0633 | −1.0872 |
| 0.5 | −2.3566 | −0.3566 | −1.0701 |
| 1.5 | −0.4768 | +0.1899 | −0.9076 |
| 2.0 | −0.6111 | −0.1111 | −0.7655 |
| 5.0 | +0.9403 | +1.1403 | +0.9403 |
| 10.0 | +7.0324 | +7.1324 | +7.0324 |

The sign changes lie at $0.379$, $0.989$, $1.794$ and $3.065$ bohr, four in number, equal to the bound $2N$. At $r=3$ bohr, with $\alpha_2-\alpha_1=1.13097$ and $\alpha_2^2-\alpha_1^2=1.73494$, (5) gives $\delta=1.37775\,[31.229-3.393]\,e^{-10.1787}=1.4562\times10^{-3}$ Ha, against the full difference $v_s-\text{parabola}=1.4561\times10^{-3}$ Ha.

Here $v_s$ itself has a maximum of $-0.4762$ Ha at $1.479$ bohr and a minimum of $-0.6222$ Ha at $2.140$ bohr. Equations (3) and (8) account for the turn: at $r=1.5$, $5\times0.20994-3\times0.31191^2=0.758$, while $4.5\times0.90240\times0.09760\times1.73494\times1.13097=0.778$, so the slope has just become negative.

For optimised bases of growing size, with $\sigma^2=\int n\,\Delta v^2d^3r$:

| $N$ | $\varepsilon$ (Ha) | $v_0$ (Ha) | sign changes | extrema of $v_s$ | $\sigma^2$ (Ha²) |
|---|---|---|---|---|---|
| 1 | −0.424413 | −1.273 | 2 | 0 | 0.291 |
| 2 | −0.485813 | −3.056 | 4 | 2 | 0.286 |
| 3 | −0.496979 | −5.838 | 6 | 4 | 0.203 |
| 4 | −0.499278 | −10.115 | 8 | 2 | 0.135 |

The count equals $2N$ in all four cases, which is an observation and not part of the theorem. The number of extrema of $v_s$ does not grow steadily: $N=4$ has fewer than $N=3$, so only the sign changes of $\Delta v$ are under control. From $N=1$ to $4$ the energy error relative to the exact $-\tfrac12$ Ha falls from $0.0756$ to $0.0007$ Ha, while $\sigma^2$ falls by little more than a factor of two. A good energy does not imply a good inverted potential.

The numerical check tests (2) to (5) against 40-digit numerical differentiation of $n$, the conditions (6) and (7) by quadrature, the sign pattern of $q$, the bounds on the count, and that a finite-difference diagonalisation of $v_s$ returns $\phi$ and $\varepsilon$.

## Variation 1: fewer variational conditions

*What survives of (d) for unoptimised exponents, for non-variational coefficients, and for a contracted basis?*

Parts (a) to (c) use no variational property, so (2) to (5) and the even parity hold for any positive $\phi$ with $c_1>0$, with $\varepsilon=\langle\phi|H|\phi\rangle$.

Unoptimised exponents lose (7) and keep (6), so the bound is $N$. The pair $(0.25,\,0.35)\ \text{bohr}^{-2}$ gives $\varepsilon=-0.428795$ Ha and 2 sign changes, below $2N=4$. In a scan of random nodeless bases the smallest counts found were 2, 4, 4 and 6 for $N=2,3,4,5$, equal to the bounds with parity; the largest were $2N$.

Arbitrary coefficients lose (6) as well. One condition remains: $\int n\Delta v\,d^3r=\langle\phi|\varepsilon-H|\phi\rangle=0$ forces one sign change, and parity raises this to 2. The optimised $N=3$ exponents with $c_1:c_2:c_3=1:0.001:0.001$ give exactly 2, fewer than $N$.

A contraction fixes the ratios of the $c_i$ within a basis function, so a $g_k$ that occurs only inside contractions is no longer a test function, unless it lies in the span of the contracted functions. Primitives left uncontracted still obey (6) and still count towards the bound; with at most two of them the present argument guarantees only 2. STO-3G, one contracted function of three Gaussians, has $\varepsilon=-0.466582$ Ha, $v_0=-5.86$ Ha and 4 sign changes, at $0.190$, $0.654$, $1.218$ and $1.493$ bohr. Uncontracted cc-pVTZ has five s exponents; its p and d functions do not mix with them, because $H$ and $S$ conserve angular momentum. It gives $\varepsilon=-0.499810$ Ha, $v_0=-16.49$ Ha and 10 sign changes where 6 are guaranteed. These exponents are in fact almost stationary: they lie within 0.6% of the optimised $N=5$ set ($0.10307$, $0.32723$, $1.16466$, $5.12357$, $34.06134\ \text{bohr}^{-2}$), and the two energies differ by about $2\times10^{-8}$ Ha. For the optimised set part (d) guarantees at least $2N=10$ sign changes; it has exactly 10, each within $0.02$ bohr of the corresponding cc-pVTZ crossing. The strict guarantee for the rounded exponents remains 6. For both bases the program tests $\varepsilon$ and (2) against PySCF integrals and orbital Laplacians.

## Variation 2: the excited levels of $v_s$

*What kind of spectrum does $-\tfrac12\nabla^2+v_s$ have, and how does its 2s–1s gap compare with hydrogen?*

The difference between $v_s$ and the parabola is continuous and tends to zero at large $r$, so its magnitude is bounded by some $B$. The min–max principle then places the $k$-th level within $B$ of the $k$-th level of the parabola, an oscillator with $\omega=2\alpha_1$ shifted by the constant $\varepsilon-3\alpha_1$. Those levels are discrete and grow without limit, so $v_s$ has neither a Rydberg series nor an ionisation continuum.

For $N=1$ the gap is exact. Let $h=-\tfrac12\nabla^2+2\alpha^2r^2$; part (a) gives $hg=3\alpha g$. The product rule gives
$$\nabla^2(r^2g)=6g+2(2r)(-2\alpha r)g+r^2(4\alpha^2r^2-6\alpha)g=(6-14\alpha r^2+4\alpha^2r^4)g,$$
so $h\,r^2g=(7\alpha r^2-3)g$. Then $h\,(r^2-b)g=(7\alpha r^2-3-3\alpha b)g$, which equals $7\alpha(r^2-b)g$ when $3+3\alpha b=7\alpha b$, that is $b=3/(4\alpha)$. This function has one radial node and is therefore the 2s state. The gap is $7\alpha-3\alpha=4\alpha=1.13177$ Ha, which the finite-difference diagonalisation confirms as a test.

Hydrogen has $\tfrac12(1-\tfrac14)=0.375$ Ha. The finite-difference gaps for the optimised $N=2,3,4$ are $0.678$, $0.527$ and $0.460$ Ha, above the hydrogen value by 81%, 40% and 23% of it. The ground level of $v_s$ equals $\varepsilon$ by construction and lies only $0.0007$ Ha above the exact energy for $N=4$, yet the first s excitation of the same potential is off by $0.085$ Ha. For these bases the 2s–1s gap of the inverted potential is a poor estimate of the 2s–1s excitation energy of the atom.

## Computed results

```
hartree = 27.21139 eV; lengths bohr, exponents bohr^-2, c bohr^-3/2
N=1 a: 0.28294 | c: 0.27649
N=1 eps=-0.424413 Ha, v0=-1.27324 Ha, v2=0.1601 Ha/bohr^2, 2a1^2=0.160112 Ha/bohr^2
N=1 2 sign changes of dv at r (bohr): 0.867 2.284
N=1 0 extrema of v at r>0 (bohr): 
N=1 variance=0.29118 Ha^2, 2s-1s gap=1.13177 Ha, omega=2a1=0.56588 Ha
N=2 a: 0.20153 1.33250 | c: 0.17605 0.24255
N=2 eps=-0.485813 Ha, v0=-3.05637 Ha, v2=3.0269 Ha/bohr^2, 2a1^2=0.081228 Ha/bohr^2
N=2 4 sign changes of dv at r (bohr): 0.379 0.989 1.794 3.065
N=2 2 extrema of v at r>0 (bohr): 1.479 2.140
N=2 variance=0.28572 Ha^2, 2s-1s gap=0.67834 Ha, omega=2a1=0.40306 Ha
N=3 a: 0.15138 0.68129 4.50036 | c: 0.11202 0.21799 0.15520
N=3 eps=-0.496979 Ha, v0=-5.83843 Ha, v2=23.9490 Ha/bohr^2, 2a1^2=0.045830 Ha/bohr^2
N=3 6 sign changes of dv at r (bohr): 0.203 0.531 0.952 1.564 2.483 3.863
N=3 4 extrema of v at r>0 (bohr): 0.856 0.992 2.199 2.918
N=3 variance=0.20331 Ha^2, 2s-1s gap=0.52671 Ha, omega=2a1=0.30275 Ha
N=4 a: 0.12195 0.44454 1.96226 13.01070 | c: 0.07370 0.18559 0.16302 0.09610
N=4 eps=-0.499278 Ha, v0=-10.11518 Ha, v2=132.4899 Ha/bohr^2, 2a1^2=0.029743 Ha/bohr^2
N=4 8 sign changes of dv at r (bohr): 0.119 0.311 0.556 0.907 1.415 2.115 3.116 4.600
N=4 2 extrema of v at r>0 (bohr): 2.878 3.603
N=4 variance=0.13476 Ha^2, 2s-1s gap=0.46025 Ha, omega=2a1=0.24390 Ha
exact H 2s-1s gap = 0.37500 Ha
N=2 S11 S12 S22 (bohr^3): 21.76063 2.93072 1.27991
N=2 H11 H12 H22 (Ha bohr^3): -9.01062 -2.55677 0.20055
N=2 r=0.0 bohr: w=0.42057 0.57943, <a>=0.85685, <a^2>=1.04590, v=-3.05637 Ha
N=2 r=1.5 bohr: w=0.90240 0.09760, <a>=0.31191, <a^2>=0.20994, v=-0.47682 Ha
N=2 eps=-13.220 eV, v0=-83.17 eV
N=2 v at its extrema (Ha): -0.47618 -0.62219
N=2 c2/c1=1.37775, a2-a1=1.13097 bohr^-2, eps-3a1=-1.09040 Ha
N=2 r= 0.2 bohr: v=-2.93670, -1/r=-5.00000, dv=2.06330, parabola=-1.08715 Ha
N=2 r= 0.5 bohr: v=-2.35662, -1/r=-2.00000, dv=-0.35662, parabola=-1.07009 Ha
N=2 r= 1.0 bohr: v=-0.98548, -1/r=-1.00000, dv=0.01452, parabola=-1.00917 Ha
N=2 r= 1.5 bohr: v=-0.47682, -1/r=-0.66667, dv=0.18985, parabola=-0.90764 Ha
N=2 r= 2.0 bohr: v=-0.61108, -1/r=-0.50000, dv=-0.11108, parabola=-0.76549 Ha
N=2 r= 3.0 bohr: v=-0.35789, -1/r=-0.33333, dv=-0.02456, parabola=-0.35935 Ha
N=2 r= 5.0 bohr: v=0.94031, -1/r=-0.20000, dv=1.14031, parabola=0.94031 Ha
N=2 r=10.0 bohr: v=7.03244, -1/r=-0.10000, dv=7.13244, parabola=7.03244 Ha
N=2 r=3 bohr: v-parabola=1.4561e-03, delta=1.4562e-03 Ha
control a=(0.25,0.35): eps=-0.428795 Ha, c=0.14233 0.14281, sign changes 2
control N=3 exponents, c ratio 1:0.001:0.001: eps=-0.393972 Ha, sign changes 2
random bases N=2: 77 nodeless cases, sign changes 2 to 4
random bases N=3: 80 nodeless cases, sign changes 4 to 6
random bases N=4: 80 nodeless cases, sign changes 4 to 8
random bases N=5: 80 nodeless cases, sign changes 6 to 10
unc cc-pVTZ s exponents: 0.1027 0.3258 1.1590 5.0950 33.8700
unc cc-pVTZ eps=-0.499810 Ha, v0=-16.4873 Ha, 2a1^2=0.021095 Ha/bohr^2
unc cc-pVTZ 10 sign changes at r (bohr): 0.074 0.193 0.344 0.560 0.870 1.287 1.860 2.636 3.714 5.292
STO-3G a: 0.16886 0.62391 3.42525 | c: 0.08347 0.26784 0.27693
STO-3G eps=-0.466582 Ha, v0=-5.8615 Ha, 2a1^2=0.057024 Ha/bohr^2
STO-3G 4 sign changes at r (bohr): 0.190 0.654 1.218 1.493
```
